\section*{When the Wiedemann-Franz Ratio Falls: Inelastic Phonon Scattering in Metals}

\section{A resistance used as a thermometer of heat flow}

The resistance of a metal line on a chip is easy to measure; its thermal conductivity is not. It is tempting to obtain the second from the first. The same electrons carry charge and heat, so one sets $\kappa_e=L_0T/\rho$, with
\begin{equation}
L_0=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2=2.443\times10^{-8}\ \mathrm{W\,\Omega\,K^{-2}} .
\end{equation}
But an electron can lose its contribution to the heat current without losing its contribution to the charge current. It need only give up energy while continuing in nearly the same direction. The ratio $L=\kappa_e\rho/T$ then falls below $L_0$.

\section{The counter-example: a clean crystal at 20 K}

\subsection{Model and transport equation}

Take a spherical Fermi surface, one free electron per atom, and phonons kept in equilibrium. Let $x=(E-\mu)/k_BT$, let $f(x)=1/(e^x+1)$, and let $\vartheta$ be the angle between the velocity and the $z$ axis. An electric field $\mathcal E$ or a temperature gradient along $z$ produces
\begin{equation}
f_{\mathbf k}=f+f(1-f)\eta,\qquad \eta=-\frac{A v_F\cos\vartheta}{k_BT}\,\phi(x),
\end{equation}
with $A=e\mathcal E$ for charge and $A=k_B\nabla T$ for heat. The corresponding driving terms are $v_F\cos\vartheta\,A\,S(x)f(1-f)/k_BT$, where $S=1$ for charge and $S=x$ for heat.

To first order $f_{\mathbf k}/(1-f_{\mathbf k})=(1+\eta)f/(1-f)$. By detailed balance, the net flow between two states is therefore their equilibrium flow times $\eta-\eta'$. Averaging the final direction around the initial one at scattering angle $\theta$ replaces $\cos\vartheta'$ by $\cos\theta\cos\vartheta$. Hence
\begin{equation}
f(1-f)S(x)=\int dx'\,K(x,x')\,[\phi(x)-c\,\phi(x')],
\label{eq:boltz}
\end{equation}
where $c$ is the mean of $\cos\theta$ at the given energy transfer.

Let $2\pi\alpha^2F(\omega)\,d\omega$ be the scattering rate into empty states by phonons in $d\omega$, before the factor $n$ for absorption or $n+1$ for emission. For absorption, $y=x'-x>0$, and
\begin{equation}
f(x)[1-f(x')]n(y)=\frac{e^{-x/2}}{2\cosh(x/2)}\,\frac{e^{x'/2}}{2\cosh(x'/2)}\,\frac{e^{-y/2}}{2\sinh(y/2)} .
\end{equation}
The exponentials cancel. They also cancel for emission, where $n+1=e^{|y|/2}/[2\sinh(|y|/2)]$. Thus
\begin{equation}
K=\frac{2\pi k_BT}{\hbar}\,\frac{\alpha^2F(|x-x'|k_BT/\hbar)}{8\cosh(x/2)\cosh(x'/2)\sinh(|x-x'|/2)} .
\end{equation}
$K$ is symmetric, and unchanged when $x$ and $x'$ both change sign. The charge solution is therefore even and the heat solution odd, so thermoelectric corrections vanish in this model.

Summing the currents, with density of states $3n_e/(m v_F^2)$ and a factor $1/3$ from $\cos^2\vartheta$, gives
\begin{align}
\sigma&=\frac{n_ee^2}{m}\tau_\sigma, &\tau_\sigma&=\int f(1-f)\phi_\sigma\,dx,\\
\kappa_e&=\frac{\pi^2}{3}\frac{n_ek_B^2T}{m}\tau_\kappa, &\tau_\kappa&=\frac{3}{\pi^2}\int x f(1-f)\phi_\kappa\,dx .
\end{align}
Division gives $L/L_0=\tau_\kappa/\tau_\sigma$.

\subsection{The two relaxation rates}

Try $\phi=\tau S$, multiply (\ref{eq:boltz}) by $S$ and integrate. Since $\int f(1-f)dx=1$ and $\int x^2f(1-f)dx=\pi^2/3$, the rates $R=1/\tau$ are
\begin{equation}
R_\sigma=\iint K(1-c),\qquad R_\kappa=\frac{3}{\pi^2}\iint K(x^2-c\,xx').
\end{equation}
Symmetry of $K$ lets us replace $x^2$ by $(x^2+x'^2)/2$, so that
\begin{equation}
x^2-cxx'\ \to\ \tfrac12(x-x')^2+(1-c)xx' .
\label{eq:split}
\end{equation}
The first part needs no change of direction.

For absorption of $z=\hbar\omega/k_BT$, use $f(x)[1-f(x+z)]=[f(x)-f(x+z)]/(1-e^{-z})$. Its integral is $z/(1-e^{-z})$. With $u=x+z/2$, the bracket is a superposition of curves $f(1-f)$ centred at $s$, for $-z/2<s<z/2$. Each has second moment $s^2+\pi^2/3$, so the mean of $u^2$ is $z^2/12+\pi^2/3$. As $x(x+z)=u^2-z^2/4$, its mean is $\pi^2/3-z^2/6$.

Absorption and emission contribute equally. With $n(z)z/(1-e^{-z})=z/[4\sinh^2(z/2)]\equiv w(z)$,
\begin{align}
R_\sigma&=4\pi\int d\omega\,\alpha^2F\,w(z)(1-c),\label{eq:rs}\\
R_\kappa&=4\pi\int d\omega\,\alpha^2F\,w(z)\left[(1-c)\left(1-\frac{z^2}{2\pi^2}\right)+\frac{3z^2}{2\pi^2}\right].\label{eq:rk}
\end{align}

For deformation coupling to Debye phonons without umklapp, the squared matrix element grows as $q$. The area on the Fermi sphere reached by momentum transfer in $dq$ grows as $q\,dq$. So $\alpha^2F=\lambda(\omega/\omega_D)^2$, while $q=2k_F\sin(\theta/2)$ gives
\begin{equation}
1-c=\frac{q^2}{2k_F^2}=a\left(\frac{\omega}{\omega_D}\right)^2,\qquad a=\frac{q_D^2}{2k_F^2}.
\end{equation}
Set $t=T/\Theta$, $\omega=\omega_Dtz$ and $J_n=\int_0^{1/t}z^n/[4\sinh^2(z/2)]\,dz$. Then
\begin{align}
R_\sigma&\equiv r=4\pi a\lambda\omega_Dt^5J_5,\qquad R_\kappa=rF,\\
F&=1+\frac{3}{2\pi^2at^2}-\frac{J_7}{2\pi^2J_5}.
\label{eq:F}
\end{align}
An energy-independent elastic rate $g$ adds to both rates:
\begin{equation}
\frac{L}{L_0}\simeq\frac{g+r}{g+rF}.
\label{eq:L}
\end{equation}

\subsection{Numbers}

Use rough gold-like inputs: $\Theta=170$ K, $5.9\times10^{22}$ atoms per cm$^3$, and phonon resistivity $2.2\ \mu\Omega\,$cm at 300 K. The density gives $k_F=12.04$ nm$^{-1}$, $q_D=15.17$ nm$^{-1}$ and $a=0.794$; the resistivity fixes $\lambda=0.38$. The crystal has a chosen elastic path of $10\ \mu$m.

At 20 K, weighting collisions by $\alpha^2F\,w$ gives an rms energy change of $3.9\,k_BT$. The mean cosine corresponds to a turn of $34^\circ$. Equation (\ref{eq:F}) gives $F=1+13.83-1.49=13.3$: phonons relax heat about thirteen times faster than charge at this order.

Equation (\ref{eq:L}) then gives $L/L_0=0.120$. Solving (\ref{eq:boltz}), including $g$, as a linear system on an energy grid removes the trial-function approximation. It gives $\rho=0.01935\ \mu\Omega\,$cm and $\kappa_e=389$ W/(m\,K). The universal ratio would predict
\begin{equation}
\frac{L_0T}{\rho}=\frac{2.443\times10^{-8}\times20}{1.935\times10^{-10}}=2.53\times10^3\ \mathrm{W/(m\,K)} .
\end{equation}
Thus $L/L_0=0.154$, and the universal ratio overestimates $\kappa_e$ by a factor of 6.5 in this model.

\section{The correct statement}

For a degenerate metal in this transport model:
\begin{enumerate}
\item Elastic scattering gives $L=L_0$ up to order $(k_BT/E_F)^2$, whatever its angular distribution, if its rate varies on the scale of $E_F$.
\item For equilibrium phonons of nonzero energy, $R_\kappa>R_\sigma$, whatever the spectrum and angles. When a constant elastic rate $g$ dominates, this implies $L<L_0$ to first order in the phonon scattering.
\end{enumerate}

\subsection{Proof}

For elastic scattering, each energy conducts independently with weight $\sigma(E)$. Let $K_n=\int x^n\sigma(E)f(1-f)dx$ and $\delta=k_BT/E_F$. Expansion about $\mu$ gives $K_0=\sigma_0+O(\delta^2)$, $K_1=O(\delta)$ and $K_2=(\pi^2/3)\sigma_0+O(\delta^2)$. At zero electric current,
\begin{equation}
\frac{L}{L_0}=\frac{3}{\pi^2}\left[\frac{K_2}{K_0}-\left(\frac{K_1}{K_0}\right)^2\right]=1+O(\delta^2).
\end{equation}
A small angle by itself therefore does not lower $L$. For screened Coulomb centres with screening wave vector $0.1k_F$, the mean deflection is $8.6^\circ$; numerical integration at 300 K gives $|L/L_0-1|$ of about $2\times10^{-5}$.

For phonons, subtract (\ref{eq:rs}) from (\ref{eq:rk}):
\begin{equation}
R_\kappa-R_\sigma=4\pi\int d\omega\,\alpha^2F\,w(z)\,\frac{z^2}{2\pi^2}\,(2+c)>0,
\end{equation}
because $3-(1-c)=2+c$ and $c\ge-1$. If $g$ dominates, $\phi=S/g$ at zeroth order. First-order perturbation theory needs just the averages already computed, so $\tau_{\sigma,\kappa}=1/g-R_{\sigma,\kappa}/g^2$ and
\begin{equation}
\frac{L}{L_0}=1-\frac{R_\kappa-R_\sigma}{g}<1 .
\end{equation}

Outside that regime, (\ref{eq:L}) is an approximation. The collision operator $C$ on the right of (\ref{eq:boltz}) is symmetric and non-negative, since $\phi^2+\phi'^2-2c\phi\phi'\ge0$. Writing $\langle u,v\rangle=\int f(1-f)uv\,dx$, the Cauchy-Schwarz inequality gives
\begin{equation}
\langle S,S\rangle^2\le\langle S|C|S\rangle\,\langle S,\phi\rangle,
\end{equation}
so $\tau\ge1/R$ for heat and charge separately. This bounds each resistivity from above, but does not bound their ratio.

\subsection{Limits and the role of angle}

At high temperature $z$ is small, so $J_5\simeq1/(4t^4)$ and $J_7\simeq1/(6t^6)$. Then
\begin{equation}
F-1\simeq\frac1{t^2}\left(\frac{3}{2\pi^2a}-\frac1{3\pi^2}\right)\to0 ,
\end{equation}
and $L$ returns to $L_0$. In the pure metal at low temperature, the $J_n$ become constants and (\ref{eq:F}) gives $L/L_0\simeq(2\pi^2a/3)t^2=5.2\,t^2$. The grid solution at $t=1/60$ gives $7.9\,t^2$: the power survives, but the trial coefficient is about one third too small.

If each phonon collision instead randomizes direction, $c=0$. With the same $\alpha^2F$, the bracket in (\ref{eq:rk}) is $1+z^2/\pi^2$, and $R_\kappa/R_\sigma=1+J_5/(\pi^2J_3)$ stays finite as $T\to0$. The grid solution gives $L/L_0=0.53$ at $t=1/60$, against $0.0022$ for small angles. In these two Debye cases inelasticity lowers the ratio, and small angles remove its floor. Without a dominant $g$ the lowering is not a theorem: for a single phonon energy $z=3$ with near-backward scattering, $c=-0.9$, and $g=0$, equation (\ref{eq:boltz}) gives $L/L_0=1.2$.

\section{Crystal and narrow line}

The second sample is a line 50 nm wide, whose walls and grain boundaries together are assigned an elastic path of 50 nm. Phonon coupling is held fixed. The grid solutions are:

\begin{center}
\begin{tabular}{rrrr}
$T$ (K) & $\kappa_e$, crystal (W/(m\,K)) & $L/L_0$, crystal & $L/L_0$, line\\
5 & 1112 & 0.76 & 0.998\\
20 & 389 & 0.15 & 0.92\\
40 & 210 & 0.27 & 0.83\\
80 & 241 & 0.58 & 0.86\\
300 & 316 & 0.95 & 0.97
\end{tabular}
\end{center}

The minima are 0.15 near 20 K and 0.83 near 46 K. Toward low temperature $rF$ falls as $t^3$ while $g$ stays fixed, so both ratios rise again. The line's larger $g$ also makes its minimum shallower. At 300 K its $\kappa_e$ is 184 W/(m\,K), about 3\% below $L_0T/\rho$.

These are not predictions for real gold, whose Fermi surface is not a sphere and which has umklapp scattering. The dip of $\kappa_e$ near 40 K belongs to the model: measured pure gold shows no such dip and conducts heat several times better at 20 K than the table says. Even for a sphere in the fcc lattice, the smallest umklapp wave vector, $G_{111}-2k_F$, corresponds to a phonon energy of $29\,\mathrm K\times k_B$, below the typical $78\,\mathrm K\times k_B$ at 20 K. Replacing small-angle by direction-randomizing collisions, refitted to the same 300 K resistivity, moves the crystal's ratio from 0.15 to 0.59 at 20 K and from 0.95 to 0.98 at 300 K.

A measurement also includes lattice heat. Estimate it as $C_{\rm ph}s\ell/3$, with Debye heat capacity $C_{\rm ph}$, sound speed $s=\omega_D/q_D=1467$ m/s, and a rough phonon path of 2 nm at 300 K, growing as $1/T$ and limited by the line width. At 20 K the line then has 2.7 W/(m\,K) from the lattice beside 26.7 from electrons. The lattice value leaves out the damping of phonons by electrons, estimated below, which would lower it. The total ratio is then close to $L_0$. This near-cancellation is an accident of the rough phonon path chosen, but it shows that measured agreement with $L_0$ can hide an electronic deficit, here 8\%. The $1/T$ law is a high-temperature form and understates the path at $T\approx\Theta/8$; a path growing as $e^{\Theta/bT}-1$ with $b=2$ to $3$ gives 5 to 6 W/(m\,K) before damping by electrons, and a total ratio of 1.11 to 1.14.

Electron-electron scattering is also left out. The dimensional estimate $\pi^2(k_BT)^2/(\hbar E_F)$, with $E_F=5.5$ eV, is 3\% of the line's heat relaxation rate at 300 K. It fixes only the order of magnitude, and the true rate may be several times smaller. Since the calculated deficit is itself only 3\%, its room-temperature value should not be read as precise.

Phonon equilibrium is a further limitation. The damping rate $\gamma$ follows from the net phonon absorption (absorption minus stimulated emission) per atom and per $d\omega$. The density of states is $3/(2E_F)$ per atom and $\int[f(E)-f(E+\hbar\omega)]\,dE=\hbar\omega$, so the electron side gives $[3/(2E_F)]\,2\pi\alpha^2F\,n\,\hbar\omega$. The phonon side gives $\gamma n\,(3\omega^2/\omega_D^3)$, with $3\omega^2/\omega_D^3$ the density of longitudinal phonons per atom. Equating the two, with $\alpha^2F=\lambda(\omega/\omega_D)^2$, gives $\gamma=\pi\lambda(\hbar\omega_D/E_F)\omega$. For the typical phonon at 20 K in the crystal, $\gamma$ is roughly two thirds of the other loss rate, $s/\ell$, if the $1/T$ path of 30 nm is used, and 3 to 9 times $s/\ell$ with the exponentially growing path. Phonon drag is then not negligible, and its effect on $L$ is not calculated here.
